\section*{Choosing the bias exponent in Talman's logarithmic-mesh spherical Bessel transform}

\section{The setting}

An atomic orbital $f(r)Y_{l\mu}(\hat{\mathbf r})$ varies rapidly near the nucleus and slowly in its tail, so $f$ is tabulated on a mesh uniform in $\ln r$. Two-centre integrals can be evaluated in momentum space, where the radial part is
\begin{equation}
g(k)=\int_0^\infty j_l(kr)\,f(r)\,r^2\,dr .
\end{equation}
Talman's method evaluates $g$ on a logarithmic $k$ mesh with two fast Fourier transforms (FFTs). The user sets the mesh ends $r_a$ and $R$, the number of points $N$, the first momentum $k_0$, and a bias exponent $m$. Hartree atomic units are used. The function $f$ is real, has a power series $f_0r^l+f_1r^{l+1}+\dots$ at small $r$, and decays at least exponentially.

\section{The kernel}

Put $r=e^\rho$, $k=e^\kappa$, $a=r^{3-m}f$, $b=k^mg$. Since $r^2dr=r^3d\rho$ and $k^mr^3f=(kr)^ma$,
\begin{equation}
b(\kappa)=\int_{-\infty}^\infty e^{m(\kappa+\rho)}j_l(e^{\kappa+\rho})\,a(\rho)\,d\rho .
\label{corr}
\end{equation}
The kernel depends on $\kappa+\rho$: this is a correlation, a convolution after $\rho\to-\rho$. For a mode $a=r^{it}$ the substitution $x=kr$ gives $b=k^{-it}M_l(m+it)$, with
\begin{equation}
M_l(s)=\int_0^\infty x^{s-1}j_l(x)\,dx .
\end{equation}
Because $j_l\propto x^l$ at the origin and $j_l\simeq\sin(x-l\pi/2)/x$ at infinity, the integral converges and is analytic for $-l<\operatorname{Re}s<2$.

For $l=0$ let $\sigma=s-1$, $0<\operatorname{Re}\sigma<1$. Rotating to $x=\pm iy$ gives $\int_0^\infty x^{\sigma-1}e^{\pm ix}dx=e^{\pm i\pi\sigma/2}\Gamma(\sigma)$, and the difference divided by $2i$ is $M_0=\Gamma(\sigma)\sin(\pi\sigma/2)$. Duplication, $\Gamma(\sigma)=2^{\sigma-1}\pi^{-1/2}\Gamma(\frac\sigma2)\Gamma(\frac{\sigma+1}2)$, and reflection, $\sin\frac{\pi\sigma}2=\pi/[\Gamma(\frac\sigma2)\Gamma(1-\frac\sigma2)]$, turn this into the $l=0$ case of
\begin{equation}
M_l(s)=\sqrt\pi\,2^{s-2}\,\frac{\Gamma\big(\frac{l+s}2\big)}{\Gamma\big(\frac{l+3-s}2\big)} .
\label{M}
\end{equation}
For higher $l$, insert $j_{l+1}=-x^l(x^{-l}j_l)'$ and integrate by parts. The boundary term $x^{s-1}j_l$ vanishes for $1-l<\operatorname{Re}s<2$, leaving $M_{l+1}(s)=(s+l-1)M_l(s-1)$. Equation \eqref{M} obeys this: the denominators agree, and the ratio of the rest is $2\,\Gamma(\frac{l+s+1}2)/\Gamma(\frac{l+s-1}2)=l+s-1$. Analyticity extends each result to its whole strip.

In $M_l(s)M_l(3-s)$ the Gamma functions cancel and $\pi\,2^{s-2}2^{1-s}$ remains:
\begin{equation}
M_l(s)\,M_l(3-s)=\pi/2 .
\label{prod}
\end{equation}
At $m=\frac32$, $3-s=s^*$, so $|M_l|=\sqrt{\pi/2}$ at every real $t$. For large $t$, Stirling's formula $\ln\Gamma(\alpha+i\beta)\simeq(\alpha+i\beta-\frac12)\ln(i\beta)-i\beta+\frac12\ln2\pi$ applies with $\beta=t/2$ above and $\beta=-t/2$ below. The terms $-\pi t/4$ cancel in the modulus, which keeps $\sqrt\pi\,2^{m-2}(t/2)^{m-3/2}$, and the phase $t\ln(t/2)-t+(2l+1)\pi/4$ of the Gamma ratio is added to the phase $t\ln2$ of $2^{s-2}$. To leading order, with $\phi=\arg M_l$,
\begin{equation}
|M_l|\simeq\sqrt{\pi/2}\;t^{\,m-3/2},\qquad \phi\simeq t\ln t-t+(2l+1)\pi/4,\qquad\phi'\simeq\ln t .
\label{stir}
\end{equation}

\section{The algorithm}

Take $N$ even, $L=\ln(R/r_a)=N\Delta$, $r_j=r_ae^{(j+1/2)\Delta}$, $k_q=k_0e^{q\Delta}$, $t_n=2\pi n/L$, and the Nyquist frequency $T=\pi/\Delta$. The first FFT gives $c_n=N^{-1}\sum_ja_je^{-2\pi inj/N}$, and $a$ is replaced by its interpolant $\sum_nc_n(r/r_0)^{it_n}$. Each mode transforms into $c_nM_l(m+it_n)(kr_0)^{-it_n}$, and $(k_q/k_0)^{-it_n}=e^{-2\pi inq/N}$, so
\begin{equation}
b_q=\sum_nc_nu_n\,e^{-2\pi inq/N},\qquad u_n=M_l(m+it_n)\,(k_0r_0)^{-it_n} .
\label{alg}
\end{equation}
The second FFT has the same sign as the first. The Nyquist mode is shared equally between $\pm T$, which replaces its multiplier by $\frac12(u_T+u_T^*)=\operatorname{Re}u_T$, where $u_T$ is the value at $t=+T$. For $-l<m<2$, \eqref{alg} is the exact transform of the $L$-periodic interpolant. The errors come from the difference between that interpolant and $a$, and from rounding.

The low-ringing choice makes $u_T$ real: $\ln(k_0r_0)=\phi(T)/T-\nu\Delta$, with the integer $\nu$ that puts $k_0$ nearest $1/R$. Feed $b_q$ back in with bias $3-m$ and the same $k_0r_0$. Two forward FFTs reverse the index, so mode $n$ meets $u_{-n}$ of the second pass, and \eqref{prod} makes the product $\pi/2$. At Nyquist, \eqref{prod} and complex conjugation give both multipliers the same phase $\vartheta=\arg u_T$, and the product of real parts is $\frac\pi2\cos^2\vartheta$. The round trip returns $\frac\pi2a_j$ for arbitrary data only when $u_T$ is real.

\paragraph{Allowed range of $m$.} In the continuum limit the sum becomes
\begin{equation}
g(k)=\frac1{2\pi i}\int_{m-i\infty}^{m+i\infty}k^{-s}M_l(s)\tilde f(s)\,ds,\qquad\tilde f(s)=\int_0^\infty r^{2-s}f\,dr ,
\label{mellin}
\end{equation}
where $\tilde f$ converges for $\operatorname{Re}s<l+3$. Suppose $\tilde f$ falls faster than any power of $t$, as it does for $r^le^{-r}$, where $\tilde f=\Gamma(l+3-s)$. The contour may then be moved. Equation \eqref{M} has no pole to the right, so $2\le m<l+3$ still yields $g$, although \eqref{stir} amplifies high-frequency errors by $t^{m-3/2}$. To the left, $\Gamma(\frac{l+s}2)\simeq2/(s+l)$ and $\Gamma(l+\frac32)=\sqrt\pi\,(2l+1)!!/2^{l+1}$ give $M_l$ the residue $1/(2l+1)!!$ at $s=-l$. For $-l-2<m<-l$ the output is therefore $g-G_0k^l$, with $G_0=\int fr^{l+2}dr/(2l+1)!!$: the leading small-$k$ term is lost. Finally, a term $f_nr^{l+n}$ gives $\tilde f$ a pole at $s=l+3+n$. The pole at $n=0$ is cancelled by the zero of $1/\Gamma(\frac{l+3-s}2)$, so $g(K)=O(K^{-l-4})$ at large $K$.

\section{Images: offset and small-$k$ ringing}

Let $a_T$, $b_T$, $g_T$ belong to $f$ cut to $[r_a,R]$. Apart from frequencies above $T$, the interpolant is $\sum_pa_T(\rho-pL)$. Shifting $\rho$ in \eqref{corr} turns term $p$ into $b_T(\kappa+pL)$, and division by $k^m$ gives
\begin{equation}
g_{\rm num}(k)\approx\sum_pe^{mpL}\,g_T(ke^{pL}) .
\label{img}
\end{equation}
Assume $f(R)$ negligible.

\paragraph{Offset.} For $p<0$, with $ke^{-L}$ small against the inverse orbital size, $g_T\approx G_0(ke^{pL})^l$. The geometric series converges for $m>-l$:
\begin{equation}
\varepsilon_-(k)=\frac{G_0k^l}{e^{(m+l)L}-1} .
\label{off}
\end{equation}
For $l=0$ this is a constant, which is most harmful at large $k$, where $g$ is small.

\paragraph{Chirp.} The truncation removes $\int_0^{r_a}j_l(Kr)f_0r^{l+2}dr$. The recurrence $(x^{l+2}j_{l+1})'=x^{l+2}j_l$ evaluates it as $f_0r_a^{l+3}j_{l+1}(x)/x$, $x=Kr_a$. For $p=0$ the term is not amplified; for $l=0$ and $kr_a\ll1$ it is $-f_0r_a^3/3$. For $p=1$, $K=ke^L$ and $x=kR$. At $x\gtrsim1$ the term $g(K)=O(r_a^{l+4}/x^{l+4})$ is smaller by one power of $r_a$ over the orbital size, so $g_T(K)\approx-f_0r_a^{l+3}j_{l+1}(x)/x$. Physically, the periodic copy of $a$ starts abruptly at $r=R$, and a step at $R$ oscillates like $\cos(kR-l\pi/2)/(kR)^2$.

The mesh modifies this. Near the edge $a=a(r_a)e^{\alpha\eta}$, with $\eta=\ln(r/r_a)$ and $\alpha=l+3-m$. With $z=\alpha-it$, the lower-limit part of $\int e^{z\eta}d\eta$ is $-1/z$, while that of the geometric sum $\Delta\sum_je^{z(j+1/2)\Delta}$ is $\Delta e^{z\Delta/2}/(1-e^{z\Delta})=-\Delta/[2\sinh(z\Delta/2)]$. The ratio $(z\Delta/2)/\sinh(z\Delta/2)$ becomes $\theta/\sin\theta$, $\theta=t\Delta/2$, for $t\gg\alpha$, and is $1+O(\Delta^2)$ for smaller $t$. A step at $R$ carries the phase $\phi(t)-t\ln(kR)$, which by \eqref{stir} is stationary at $t=kR$. To leading order in stationary phase,
\begin{equation}
\varepsilon_+(k)=-f_0r_a^{l+3}e^{mL}\,\frac{j_{l+1}(x)}{x}\,\frac{\theta}{\sin\theta},\qquad x=kR,\quad\theta=\frac{x\Delta}2,\quad x<T .
\label{chirp}
\end{equation}
The stationary point exists on the mesh only for $kR<T$, so the ringing occupies $1/R\lesssim k<T/R$; near $kR=T$ the point meets the cutoff and \eqref{chirp} fails. Images $p\ge2$ need $t=kRe^{L}$ or more, beyond $T$ when $e^L>T$.

\section{The Nyquist tail}

Beyond the band, $D=\ln(kR/T)>0$, the sharp cutoff at $\pm T$ still contributes. The edge part of $c_n$ is $c(t)=a_0/[N(1-we^{-it\Delta})]$, $w=e^{\alpha\Delta}$. At $t=T$, $c=a(r_a)/[2N\cosh(\alpha\Delta/2)]\approx J/2N$, where $J=a(r_a)-a(R)$ includes the upper edge, and $d\ln c/dt=i\Delta w/(1+w)\approx i\Delta/2$, a pure phase slope. Poisson summation, with the ends $\pm T$ half-weighted, gives
\begin{equation}
\delta b_q=\frac L{2\pi}\sum_p\int_{-T}^TA\,e^{i\psi_p}dt,\qquad Ae^{i\psi_p}=c\,u\,e^{-it(q\Delta+pL)} ,
\end{equation}
with $A$ real and even and $\psi_p$ odd because $a_j$ is real. At $t=T$, $TL=N\pi$ with $N$ even gives $Ae^{i\psi_p}=(J/2N)(-1)^qu_T$, and
\begin{equation}
\psi_p'=\ln T-\ln(k_0r_0)-q\Delta+\tfrac\Delta2-pL=\ln\frac T{k_qr_a}-pL=-[D+(p-1)L] .
\end{equation}
Two integrations by parts give the endpoint terms $[Ae^{i\psi}/(i\psi')]+[Be^{i\psi}]$, $B=A'/\psi'^2-A\psi''/\psi'^3$. As $A/\psi'$ is even and $B$ odd, they equal $2A\sin\psi/\psi'+2B\cos\psi$ at $T$. From \eqref{stir}, $A'/A=(m-\frac32)/T$ and $\psi''=1/T$. With $y=\pi D/L$, the expansion $\sum_p(D+pL)^{-1}=(\pi/L)\cot y$ and its derivatives in $D$ give $(\pi/L)^2/\sin^2y$ and $(\pi/L)^3\cos y/\sin^3y$ for the second and third powers. Multiplying by $L/\pi$,
\begin{align}
\delta b_q=(-1)^q\frac J{2N}\Big\{&-\operatorname{Im}u_T\cot y\nonumber\\
&+\frac{\operatorname{Re}u_T}T\Big[\frac{(m-\frac32)\pi/L}{\sin^2y}+\frac{(\pi/L)^2\cos y}{\sin^3y}\Big]\Big\} ,
\label{tail}
\end{align}
an expansion that requires $TD^2\gg1$ and $T(L-D)^2\gg1$. Low ringing removes the first line. It does not remove the chirp, whose amplitude in \eqref{chirp} is independent of $\arg u_T$.

\section{Rounding}

If rounding errors in the FFTs and in the phases of $u_n$ are uncorrelated between modes, which is a model assumption, they spread evenly over $b_q$. Then $\delta g\propto k^{-m}$, and relative to $g\approx G_0k^l$ the error grows as $k^{-(m+l)}$ toward small $k$. A Gaussian isolates this. For $f=r^le^{-r^2}$, $\tilde f=\frac12\Gamma(\frac{l+3-s}2)$, so $M_l\tilde f=\sqrt\pi\,2^{s-3}\Gamma(\frac{l+s}2)$; the residues $2(-1)^n/n!$ at $s=-l-2n$ sum \eqref{mellin} to $g=\sqrt\pi\,2^{-l-2}k^le^{-k^2/4}$. Running \eqref{alg} in double precision for $l=2$, on a mesh wide enough to push the image terms below rounding, and fitting a line to the logarithm of block root-mean-square errors at small $k$, gives slopes $1.06$, $-0.43$, $-1.41$ for $m=-1$, $0.5$, $1.5$. The noise in $b$ is $7$ to $10\times10^{-16}$ of $\max|b|$. The slopes differ from $-m$ by $0.06$ to $0.09$, comparable to the scatter of such a fit when $r_a$ or $N$ is changed (standard deviation $0.05$ to $0.07$, mean deviation below $0.04$), so they are consistent with the model.

\section{The best bias for an s orbital}

Take the largest absolute error over the window as the criterion, with $l=0$, $f_0>0$, $g(0)>0$, $e^{mL}\gg1$ and $\theta/\sin\theta\approx1$ at the small $x$ that matter. The error is $E-\mathcal A\,j_1(x)/x$, with $E=g(0)e^{-mL}$ and $\mathcal A=f_0r_a^3e^{mL}$. Since $(j_1/x)'=-j_2/x$, the function $j_1/x$ falls from its value $s_0$ at the first point $x_0=k_0R$ to its minimum $-s_2$ at the first zero $x_2$ of $j_2$. The largest error is the greater of $\mathcal As_0-E$, which rises with $m$, and $E+\mathcal As_2$, which falls while $E>\mathcal As_2$. They cross at $2E=\mathcal A(s_0-s_2)$, inside the falling range when $s_0>3s_2$. Using $E\mathcal A=g(0)f_0r_a^3$,
\begin{equation}
m^*=\frac1{2L}\ln\frac{2g(0)}{f_0r_a^3(s_0-s_2)},\qquad
\varepsilon_{\max}=\frac{s_0+s_2}{s_0-s_2}\sqrt{\tfrac12g(0)f_0r_a^3(s_0-s_2)} .
\label{opt}
\end{equation}
If $f_0>0$ but $g(0)<0$, as for hydrogen 2s, where $f\propto(1-r/2)e^{-r/2}$ gives $\int fr^2dr\propto16-48$, the two terms add at the first point: the largest error is $|E|+\mathcal As_0$, least at $|E|=\mathcal As_0$, where it equals $2\sqrt{|g(0)|f_0r_a^3s_0}$. In either case, at fixed $x_0$ the optimal error scales as $r_a^{3/2}$ and does not depend on $R$, until rounding or $f(R)$ intervenes.

\section{Hydrogen 1s}

For the nonrelativistic atom with a fixed nucleus, $f=2e^{-r}$ and $g=(2/k)\operatorname{Im}(1-ik)^{-2}=4/(1+k^2)^2$, so $f_0=2$ and $g(0)=4$. Errors below are the output of \eqref{alg} minus this $g$, in bohr$^{3/2}$. With $r_a=10^{-3}$ bohr, $R=50$ bohr and $N=512$: $L=10.81978$, $\Delta=0.021132$, $T=148.663$, and the band edge is $T/R=2.973$ bohr$^{-1}=5.619$ \AA$^{-1}$. Low ringing (evaluated at $m=1$; by \eqref{stir} the phase is independent of $m$ at leading order) gives $k_0=0.020047$ bohr$^{-1}$, $x_0=1.00237$, $s_0=0.30102$. Root bracketing gives $x_2=5.76346$, $s_2=0.02872$.

Then $s_0-s_2=0.27230$ and $m^*=\ln[8/(2\times10^{-9}\times0.27230)]/21.6396=23.410/21.6396=1.082$. A direct scan of the largest error over $m$ has its minimum at $1.082$. Equation \eqref{opt} gives $\varepsilon_{\max}=1.211\times3.300\times10^{-5}=4.00\times10^{-5}$.

\begin{center}
\begin{tabular}{lccc}
$m$ & $k=0.0200$ & $k=0.1158$ & $k=10.007$\\
$0.5$ & $+1.797\times10^{-2}$ & $+1.797\times10^{-2}$ & $+1.797\times10^{-2}$\\
$1.082$ & $-3.94\times10^{-5}$ & $+4.00\times10^{-5}$ & $+3.30\times10^{-5}$\\
$1.5$ & $-6.680\times10^{-3}$ & $+6.42\times10^{-4}$ & $+3.571\times10^{-7}$
\end{tabular}
\end{center}

At $m=0.5$, $e^{mL}=\sqrt{5\times10^4}=223.6$ and \eqref{off} gives $4/222.6=1.797\times10^{-2}$, against $\mathcal A=4.5\times10^{-7}$. At $m=1.5$, $\mathcal A=2.236\times10^{-2}$, so \eqref{chirp} gives $\mathcal As_2=6.42\times10^{-4}$ near $x_2$ and $-\mathcal As_0=-6.731\times10^{-3}$ at the first point. The computed value is smaller in size by $0.75\%$ of this estimate. The dropped term $g(K)=4r_a^4/x_0^4$ supplies $2r_a/(x_0^4s_0)=0.66\%$, and the slope of $f$ inside $r_a$, through $2\int_0^{r_a}j_0(Kr)\,r^3dr$, another $0.07\%$, together $0.73\%$. At $k=10.007$ the offset $3.578\times10^{-7}$ and the $p=0$ term $-f_0r_a^3/3=-7\times10^{-10}$ add to $3.571\times10^{-7}$. There $g=4/101.14^2=3.91\times10^{-4}$, so the error relative to $g$ is $0.09\%$ at $m=1.5$ but $8\%$ at $m^*$.

The tail was isolated for $f=e^{-r}$ and $m=1.5$ by subtracting the images $p\le0$ and applying $(2e_q-e_{q-1}-e_{q+1})/4$, with $e_q$ the remainder multiplied by $k_q^m$, which keeps the alternating part of $\delta b_q$. Here $J=3.159\times10^{-5}$ and $|u_T|=1.2533$. With $\ln k_0$ shifted by $\Delta/2$, $u_T$ is imaginary and \eqref{tail} at $D=1$ gives $(3.159\times10^{-5}/1024)(1.2533)\cot(0.2904)=1.29\times10^{-7}$. The largest computed value on $1<D<3$ is $1.28\times10^{-7}$, at a mesh point just beyond $D=1$. Low ringing lowers it to $8.9\times10^{-10}$, a factor $0.0070$, close to $(\pi/L)^2/(T\sin^2y)=0.0069$ from the ratio of the two lines of \eqref{tail}.

Doubling the mesh downward at fixed $\Delta$ and $R$ ($N=1024$, $r_a=2\times10^{-8}$ bohr) multiplies the first-point error at $m=1.5$ by $9.0\times10^{-8}$, against $e^{-1.5L}=8.9\times10^{-8}$. The optimum moves to $m^*=1.291$, where the largest error is $3.6\times10^{-12}$ both from \eqref{opt} and from the computation.

\section{Setting the parameters}

Lower $r_a$ first. Since $r_a^{l+3}e^{mL}=r_a^{l+3-m}R^m$, a reduction $r_a\to\lambda r_a$ scales the chirp by $\lambda^{l+3-m}$ and, for $e^{(m+l)L}\gg1$, the offset by $\lambda^{m+l}$. The chirp scaling requires the added points to continue $f$ as $f_0r^l$. Zeros keep the step at the old $r_a$, with its $p=0$ truncation term, and move its image out to $R/\lambda$, which at fixed $k$ changes the chirp as raising $R$ does. For $\lambda T<1$ the band edge $\lambda T/R$ then falls below the window, but the truncation term and the Nyquist tail remain as a floor: in the example with $N=1024$ and $m=1.291$, zeros leave a largest error of $7\times10^{-10}$ where the continued $f$ leaves $4\times10^{-12}$.

Raising $R$ beyond the range of $f$ moves the band edge $T/R$ down at fixed $\Delta$ and scales the envelope at fixed $k$ as $R^{m-2}\,\theta/\sin\theta$ with $\theta=kR\Delta/2$, but it scales the chirp at the first point as $R^m$; the offset scales as $R^{-(m+l)}$ for $e^{(m+l)L}\gg1$. Refining $\Delta$ in a fixed window leaves \eqref{off} unchanged, alters \eqref{chirp} through $\theta/\sin\theta$ alone, and widens the band; it is the remedy when $a$ itself has weight above $T$.

Keep $m>-l$, with $(m+l)L$ large enough for \eqref{off}. A smaller $m$ lowers the chirp and, at $k$ below the momentum where $|b|$ peaks, the rounding noise in $g$, which for $m\le\frac32$ scales roughly as $\max|b|\,k^{-m}$ (well above that momentum it raises this noise); a larger $m$ lowers the offset. Use \eqref{opt} for uniform absolute accuracy of an s function with $f_0g(0)>0$. Use $m=\frac32$ with low ringing when $\sum b_q^2=\frac\pi2\sum a_j^2$ and a self-inverse transform are wanted, or to lower the offset above the band edge: in the example the error relative to $g$ is $0.09\%$ at $k=10$ bohr$^{-1}$, but the constant offset $3.6\times10^{-7}$ equals $g\approx4/k^4$ near $k=58$ bohr$^{-1}$. When both ends matter, two runs with different $m$ can be joined where their error estimates, \eqref{off} plus the envelope of \eqref{chirp} (with $j_{l+1}(x)/x$ replaced by $1/x^2$), are comparable.
